Why Four Azimuthally Polarized Beams Print as Two Crossed Gratings

Four coherent beams fall on a resist at the same polar angle, from azimuths 0°, 90°, 180° and 270°. Scalar theory adds four complex numbers and takes the squared modulus of the sum, so every beam interferes with every other. If each beam is polarized along its own azimuthal direction, the image in the resist is instead the sum of two independent gratings laid across each other. The beams are still coherent, so where has the interference between neighbouring beams gone?

**What decides whether two beams make a fringe**

Take the time factor exp(−iωt) and let z point into the resist, which for now is uniform and lossless with index n. Beam m has azimuth φₘ, complex amplitude aₘ and unit polarization vector eₘ. Its wavevector is

kₘ = (q cos φₘ, q sin φₘ, k_z), q = 2π NA/λ,

where λ is the vacuum wavelength, NA = n sin θ, and θ is the polar angle in the resist. There is no on-axis beam. A resist that absorbs through randomly oriented dipoles d responds to the average of |d·E|². For random directions the average of dᵢdⱼ is δᵢⱼ/3, so the response is |E|²/3, and the image is

I = |Σₘ aₘ eₘ exp(i kₘ·r)|² = Σₘ Σₙ aₘ aₙ* (eₘ·eₙ*) exp[i(kₘ − kₙ)·r].

All k_z are equal and cancel in the exponent, so the image does not change with depth. Each pair of beams contributes a fringe weighted by eₘ·eₙ*. Scalar theory sets all these weights to 1.

The azimuthal (TE) vector is

e(φ) = (−sin φ, cos φ, 0).

It is perpendicular to k, because −q cos φ sin φ + q sin φ cos φ = 0. The weight for two such beams is

eₘ·eₙ = sin φₘ sin φₙ + cos φₘ cos φₙ = cos(φₘ − φₙ).

Neighbouring beams, 90° apart, have weight 0 and form no intensity fringe. Opposite beams have weight −1 and form a fringe of full strength. This holds at any polar angle, since θ does not enter.

**The image, term by term**

Number the beams 1 to 4 in order of azimuth. Their polarizations are ŷ, −x̂, −ŷ and x̂. The two opposite pairs give the fields

E₁ = ŷ [a₁ exp(iqx) − a₃ exp(−iqx)],
E₂ = −x̂ [a₂ exp(iqy) − a₄ exp(−iqy)].

One field lies along y and the other along x, so |E₁ + E₂|² = |E₁|² + |E₂|² for any amplitudes and phases. Unequal amplitudes lower the contrast of a grating but do not couple the two.

Now let all amplitudes have modulus 1, with phases α₁ to α₄. Intensities are then in units of one beam's intensity. Taking the mean phase out of the first bracket gives

exp[i(qx + α₁)] − exp[i(−qx + α₃)] = exp[i(α₁ + α₃)/2] · 2i sin A, A = qx + (α₁ − α₃)/2.

The second bracket has the same form, with B = qy + (α₂ − α₄)/2. Therefore

I = 4 sin²A + 4 sin²B = 4 − 2 cos 2A − 2 cos 2B.

Each grating repeats when 2qx grows by 2π, so the pitch is

p = π/q = λ/(2 NA).

The phases only shift the gratings sideways. If the resist responds to total dose, two successive exposures, one with each pair, give the same dose pattern.

**The scalar image of the same beams**

Without the vectors, the minus signs disappear and the sines become cosines:

ψ = exp[i(α₁ + α₃)/2] · 2 cos A + exp[i(α₂ + α₄)/2] · 2 cos B,

|ψ|² = 4 cos²A + 4 cos²B + 8 cos δ cos A cos B, δ = (α₂ + α₄ − α₁ − α₃)/2.

Two differences must be kept apart. The change from sine to cosine shifts each grating by half a pitch, which a phase of π on one beam of each pair would also do. The last term is the real difference. Since 2 cos A cos B = cos(A + B) + cos(A − B), it consists of diagonal fringes of period √2 p.

The scalar cross term also vanishes at δ = 90°. A scalar image without it therefore requires a controlled phase between the pairs, whereas the azimuthal image lacks it at every δ.

For equal phases, the scalar image is

4(cos qx + cos qy)² = 16 cos²[q(x + y)/2] cos²[q(x − y)/2].

It has dark diagonal lines and peaks of height 16, one per area 2p². The vector image has peaks of height 8, one per area p². Both have mean 4, because the cross term averages to zero.

**Why 90° matters, and what the phase still does**

Let the two pairs be separated in azimuth by D, with B now measured along the second pair's direction. Apart from a common phase, the fields are 2i sin A e₁ and 2i exp(iδ) sin B e₂, with e₁·e₂ = cos D. The mixed term in |E|² is

2 Re[(2i)(2i exp(iδ))*] sin A sin B cos D = 8 cos D cos δ sin A sin B.

It vanishes for every phase and position when D = 90°.

The fields of the two pairs still superpose. At D = 90° and δ = 0, the total field is linearly polarized at each point, in a direction that varies across the pattern. At δ = 90° it is in general elliptical. The phase changes the state of polarization but not |E|².

An absorber sensitive to direction would reveal this. With all dipoles along (x̂ + ŷ)/√2 and δ = 0,

|d·E|² = 2(sin A − sin B)² = 2 sin²A + 2 sin²B − 4 sin A sin B.

The cross term has returned. Its amplitude is half the scalar one, but so is the mean intensity, so relative to the mean it is as strong as in the scalar image. Orthogonal fields alone thus do not guarantee the crossed-grating image. A resist that absorbs linearly, responds equally to all field directions in the xy plane and does not distinguish left from right circular polarization, like the randomly oriented dipoles above, keeps the cross term out. An absorber sensitive to handedness would bring back a cross term proportional to sin δ.

**Other polarizations**

Write s = sin θ and c = cos θ. The radial (TM) vector is (c cos φ, c sin φ, −s). For neighbouring beams the in-plane parts are orthogonal, but the z parts multiply to s². The cross term is s² times the scalar one at the same δ.

A mask lit on axis with x-polarized light gives another state. After the lens bends the rays, the beams at ±x have polarization (c, 0, ∓s) and those at ±y have x̂. The neighbour weight is c. Such a mask therefore does not produce the azimuthal state, in which the polarization turns with the azimuth of the beam.

An added on-axis beam would alter the gratings without coupling them. Its field lies in the xy plane and cannot be perpendicular to both x̂ and ŷ, so it generally interferes with at least one pair. Because this field does not vary with x or y, the y component of the total field still depends only on x, and the x component only on y. The image therefore remains a function of x plus a function of y. Each affected grating, however, gains a term of period 2p, whose strength changes with depth because the on-axis beam has a different k_z.

**Numbers for a 193 nm immersion exposure**

Take λ = 193 nm, NA = 1.20, water of index 1.44 and a resist with n = 1.70. Then

p = 193/(2 × 1.20) = 80.42 nm,
s = 1.20/1.70 = 0.706, c = √(1 − s²) = 0.708, θ = 44.9°.

For equal phases, the cross term relative to the scalar one is 0 for azimuthal, 0.498 for radial and 0.708 for common linear polarization.

Let a positive resist open where the intensity exceeds 6. Along y = p/2, with equal phases,

4 sin²(qx) + 4 = 6, so sin²(qx) = 1/2.

The opening runs from x = p/4 to 3p/4 and is p/2 = 40.2 nm wide. In a cell of 2p × 2p the vector image prints four openings and the in-phase scalar image two. At δ = 90° the scalar image also prints four.

The saddle between neighbouring vector peaks, at (p/2, 0), has intensity 4. Openings are therefore separate for thresholds between 4 and 8. They touch at 4, and below it they merge around isolated unexposed islands.

**Absorption and reflection in the film**

In a planar stack of isotropic layers, a TE beam stays TE. All four beams have the same |k_z| in each layer, so they acquire the same complex depth function f(z). The image is |f(z)|² times the crossed gratings, and no cross term appears.

The size of |f|² still matters. Consider a 100 nm film with k = 0.03 on a thick underlayer of index 1.70 + 0.20i. One pass absorbs 24% of the intensity. Relative to one beam's |E|² in water, |f|² is 0.750 at the top and 0.481 at the bottom, a ratio of 0.642. These are ratios of squared fields, not of power; about 98% of the incident power enters the film. Absorption alone would give 0.759; the remaining factor of 0.85 comes from interference with the wave reflected by the underlayer, whose amplitude reflection is 0.097. At this thickness it raises |f|² at the top by about 18% and leaves the bottom value almost unchanged. The same interference makes |f|² rise and fall within the film, so the decrease is not steady: there is a minimum of 0.494 near 40 nm and a maximum of 0.629 near 75 nm. For this thickness the top and bottom values are still the largest and smallest; in an 80 nm film the maximum lies inside.

A fixed absolute threshold equal to 6 local beam intensities at the top is 6/0.642 = 9.3 at the bottom. This exceeds the peak value of 8, so the opening would not reach the underlayer; it already closes at a depth of about 25 nm. The outcome depends on the stack: the bottom threshold is 7.5 for an 80 nm film on the same underlayer and 7.9 for a 100 nm film on an index-matched one, and both of these clear. In this local-threshold model, clearing the bottom while keeping the top openings separate requires a bottom threshold between 4/0.642 = 6.2 and 8 local units. The width of 40.2 nm therefore does not hold throughout the film.

**Errors that bring the cross term back**

Suppose every polarization is rotated by ε towards its radial vector, in the same sense. For neighbours, the two mixed azimuthal–radial products are c sin(φₙ − φₘ) and c sin(φₘ − φₙ), which cancel. What remains in a uniform resist is s² sin²ε, or 6 × 10⁻⁴ of the scalar term at ε = 2°. In the reflecting film above, TE and TM light acquire different phases, and a term of first order in ε also remains unless sin δ = 0; at δ = 90° and ε = 2° it reaches about 6 × 10⁻³ of the scalar term at the same depth.

If the pairs rotate in opposite senses, the mixed products no longer cancel. At x = y = p/2, with equal phases, the pair fields are

E₁ = 2i(cos ε ŷ + c sin ε x̂),
E₂ = −2i(cos ε x̂ + c sin ε ŷ).

Their z parts cancel within each pair. The sum is 2i(cos ε − c sin ε)(ŷ − x̂), and since |ŷ − x̂|² = 2,

I = 8(cos ε − c sin ε)².

At y = −p/2 the sign of E₂ reverses, giving 8(cos ε + c sin ε)². For ε = 2° the peaks are 7.60 and 8.39, or ±4.9% about their mean. Solving I = 6 numerically along x gives alternating openings of 36.3 and 43.5 nm. For equal phases this error is of first order in ε. In a uniform resist its cross term is proportional to cos δ, so it vanishes at δ = 90°.

An azimuth error η makes cos D = −sin η. At δ = 0 the peaks become 8(1 ∓ sin η), an imbalance of ±0.9% for η = 0.5°.

If the acid concentration is proportional to the dose, lateral acid diffusion does not mix the gratings but weakens them. A Gaussian blur of standard deviation σ multiplies a harmonic of wavenumber 2π/p by

M = exp(−2π²σ²/p²),

which is 0.861 for σ = 7 nm. Put x = p/2 + u and y = p/2. The threshold condition becomes

4 + 2M + 2M cos 2qu = 6, so cos 2qu = 1/M − 1.

The full width is 2u = (p/π) arccos(1/M − 1) = 36.1 nm. The peak falls to 4 + 4M = 7.44 while the saddle stays at 4, so the upper limit of 8 for the bottom threshold drops to 7.4.

**Relation to a real exposure**

The optical constants are rough values typical of water-immersion lithography at 193 nm; the polarization and azimuth errors and the diffusion length are assumed round values. The model fits interference lithography with four separately polarized beams better than a projection scanner imaging a contact-hole mask, where the orders from one source point share an input polarization and a zero order may be present. For the 100 nm stack and the threshold of 6 used here, the loss of intensity with depth is the most serious effect, since it keeps the opening from clearing. With a thinner film, a weaker reflection or a higher dose the opening can clear, and the ranking may change. For equal phases, an opposite-sense polarization error of 2° and diffusion each change the width of an opening by about 3 to 4 nm. Diffusion narrows every opening, whereas the polarization error narrows one and widens its neighbour, so that the two differ by about 7 nm. Development kinetics and vertical diffusion are left out, so these widths are not predictions of a measured resist profile. The numerical output lists the values used.

Computed results

```
wavelength = 193 nm, NA = 1.20
water index = 1.44
resist index n, k = 1.70, 0.03
underlayer index n, k = 1.70, 0.20
resist thickness = 100 nm
polar angle in water = 56.44 deg
polar angle in resist = 44.90 deg
s, c in resist = 0.7059, 0.7083
grating pitch p = 80.42 nm
Intensities in units of one beam; positions in units of p
at (0, 0): vector 0.000, in-phase scalar 16.000
at (0.5, 0): vector 4.000, in-phase scalar 4.000
at (0.5, 0.5): vector 8.000, in-phase scalar 0.000
at (1, 0): vector 0.000, in-phase scalar 0.000
at (1, 1): vector 0.000, in-phase scalar 16.000
mean intensity: vector 4.000, scalar 4.000
maximum: vector 8.000, scalar 16.000
Cross term relative to in-phase scalar image
azimuthal (rounding level) = 8.0e-18
radial TM = 0.4983
common linear = 0.7083
azimuthal, dipoles aligned at 45 deg = -0.5000
threshold = 6.0 beam intensities
openings per 2p x 2p cell: vector = 4
openings, scalar, delta 0 deg = 2
openings, scalar, delta 90 deg = 4
vector opening width = 40.21 nm
Neglected effects
polarization error = 2.0 deg
same-sense error: cross term = 6.07e-04
opposite-sense error: peaks = 7.600, 8.390
peak imbalance, uniform resist = +/-4.94 %
peak imbalance, film depth mean = +/-4.90 %
alternating widths = 36.32, 43.53 nm
azimuth error = 0.5 deg
azimuth-error peak imbalance = +/-0.87 %
acid diffusion length = 7.0 nm
diffusion contrast factor = 0.8611
opening width after diffusion = 36.1 nm
one-pass absorption in film = 24.1 %
underlayer TE amplitude reflection = 0.0969
depth factor, top = 0.7498
depth factor, bottom = 0.4812
depth factor, min = 0.4812
depth factor, max = 0.7498
largest TE cross term in film = 4.4e-17
```
